Second-order wall loss from recombination of mobile adsorbed atoms, part 2

How does the loss probability γ of radicals at a wall depend on the incident flux Γ (atoms per unit area and time)? The wall is a square lattice of N_s sites per unit area. Atoms stick only on empty sites, with probability s₀. Adatoms desorb at rate k_d and hop at total rate ν_h; a hop onto an occupied site forms a molecule, which leaves. The coverage is θ, and q is the probability that two given neighbouring sites are both occupied. With F = s₀Γ/N_s, x = F/k_d and ε = k_d/ν_h, the loss L of atoms as molecules and the balance are

L = 2N_sν_h q, (1)

F(1 − θ) = k_dθ + 2ν_h q. (2)

Here γ = L/Γ, and the order is p = d ln L/d ln Γ.

At low flux, sites separated by r are both occupied with probability ≈ x²h, where

ε(1 − h) + 𝓜h − h = 0 for r ≠ 0, h(0) = 0. (6)

At a neighbouring site h(1) = c, with K the complete elliptic integral:

c = π(1 + ε)/(2K(m)) − ε, m = 1/(1 + ε)², b = 2c/ε.

Part (a): L/Γ² → K₂ = 2cν_hs₀²/(k_d²N_s) as Γ → 0.

The closure q = cθ², with c constant, gives

θ = 2x/(1 + x + R), (12)

γ/s₀ = (S − 1)/(S + 1), S = √[1 + 4bx/(1 + x)²], (14)

p = 1 + (1 − x)/[(1 + x)S] = 1 + (1 − x)/R, (15)

with R = √[(1 + x)² + 4bx] and U = 4bx/(1 + x)².

Still to be proved:

(c) In this closure, p is close to two if and only if 2(1 + b)x ≪ 1; for b ≫ 1 it is close to one throughout 1/b ≪ x ≪ b.

(d) With a small fraction φ of isolated sites that bind atoms permanently between reactions, second-order loss also requires θ ≫ φ/2; for b ≫ 1, a second-order window exists only if φcν_h/k_d ≪ 1.

**Proof of part (c)**

The key identity is

R² − (1 − x)² = (1 + x)² − (1 − x)² + 4bx = 4(1 + b)x. (16)

For p near two, (1 − x)/R must be near one, which requires x < 1. Let X = 4(1 + b)x. Equation (16) gives

(1 − x)²/R² = 1 − X/R².

For x < 1, R² = (1 − x)² + X ≤ 1 + X, and hence X/R² ≥ X/(1 + X). The ratio can approach one only if X is small. Conversely, small X makes x small and R close to one, so p approaches two. The requirement X ≪ 1 is equivalent in scale to 2(1 + b)x ≪ 1.

The factor two is useful because it gives the first correction within the closure. On the lattice, part (a) fixes only the leading term, and three-atom correlations also enter the correction. At small x,

R = 1 + (1 + 2b)x + O(x²),

p = 2 − 2(1 + b)x + O(x²).

Similarly, U = 4bx(1 − 2x + …), and (S − 1)/(S + 1) = U/4 − U²/8 + …. Therefore

γ/s₀ = bx[1 − 2(1 + b)x + …]. (17)

The two terms in 2x + 2bx have separate meanings. Occupied sites reduce adsorption by a relative amount x. Recombination reduces the coverage by a relative amount bx, because its loss rate per adatom, divided by k_d, is bθ ≈ bx. Both reductions appear twice because the encounter rate contains θ².

Now let b ≫ 1 and 1/b ≪ x ≪ b. For x ≤ 1, U ≥ bx ≫ 1; for x ≥ 1, U ≥ b/x ≫ 1. Thus S ≫ 1, and (15) gives |p − 1| ≤ 1/S ≪ 1. The order is close to one and γ is close to s₀. Most atoms that stick then recombine before they desorb. ∎

Surface recombination between two mobile atoms can therefore produce a first-order wall loss. The two-atom encounter alone does not fix the order: one must ask whether desorption or recombination limits the adatom population.

**Remark: locating the crossover**

A convenient midpoint is p = 3/2. Equation (15) becomes 2(1 − x) = R. Squaring, with x < 1, gives

4(1 − x)² = (1 + x)² + 4bx,

3x² − 2Ax + 3 = 0, A = 5 + 2b.

The root below one is

x₃⸝₂ = [A − √(A² − 9)]/3 = 3/[A + √(A² − 9)]. (18)

For b ≫ 1 it approaches 3/(4b). If b is small, the second-order region ends instead through site blocking, at x of order one.

**Remark: maximum and saturation**

In (14), γ increases with U. Since U is unchanged when x is replaced by 1/x, so is γ. Its maximum lies at x = 1, where U = b:

γ_max/s₀ = [√(1 + b) − 1]/[√(1 + b) + 1].

This symmetry belongs to the constant-c closure. Its saturated loss is 2cN_sν_h, which is wrong by a factor c for the lattice. Equation (2) shows why. Since q ≤ 1 and θ ≤ 1, F(1 − θ) ≤ k_d + 2ν_h. As F → ∞, θ therefore tends to one. Two neighbouring sites are both occupied with probability at least 2θ − 1, so q also tends to one. The lattice loss tends to 2N_sν_h. It is zero order in flux, as the closure predicts, but the low-flux value of c no longer applies.

**Lemma 6: strongly binding sites**

Real surfaces can contain sites from which atoms do not desorb on the time scale considered. Let their fraction be φ ≪ 1, with wide separation between them. A mobile atom arriving at an empty strong site fills it. The next arrival reacts with the held atom and leaves the site empty. Direct impact from the gas onto strong sites is neglected.

Two arrivals produce one molecule containing two atoms. In a long-time average, the number of atoms lost as molecules therefore equals the number of arrivals. The probability η(r) of finding a mobile atom at displacement r from one strong site obeys, at low flux,

0 = F − k_dη + ν_h(𝓜η − η), η(0) = 0,

where 𝓜 again averages over four neighbours. Writing η = (F/k_d)h gives

ε(1 − h) + 𝓜h − h = 0, h(0) = 0.

This is the pair-depletion equation (6). In the pair problem both atoms move and both may desorb, but the ratio of the two rates is unchanged. The neighbour value is therefore again h(1) = c, and the arrival rate is ν_hcθ, with θ the coverage far from the site. With φN_s strong sites per area,

L_strong = N_sφcν_hθ. (19)

Define τ = φcν_h/k_d = φc/ε. Adding this loss to the balance, and neglecting the small area occupied by strong sites, gives

x(1 − θ) = (1 + τ)θ + bθ², (20)

γ_total/s₀ = (τθ + bθ²)/x. (21)

The positive root of (20), obtained as in (12), is

θ = 2x/[B + √(B² + 4bx)], B = 1 + τ + x. ∎

**Proof of part (d)**

The ratio of mobile-pair loss to strong-site loss is

bθ²/(τθ) = bθ/τ = (2c/ε)θ/(φc/ε) = 2θ/φ.

Second order requires this ratio to be large, hence θ ≫ φ/2. For b ≫ 1, desorption must also dominate pair recombination, which requires bθ ≪ 1. The range φ/2 ≪ θ ≪ 1/b exists only if bφ/2 ≪ 1. Since bφ/2 = τ, this is φcν_h/k_d ≪ 1. ∎

At the lowest flux, θ ≈ x/(1 + τ) and γ_total tends to s₀τ/(1 + τ). Any nonzero density of these strong sites thus restores first-order loss at sufficiently low flux, provided that a held atom still stays bound until the next mobile atom arrives. With increasing flux, the order on a surface with τ ≪ 1 and b ≫ 1 rises from one toward two, returns to one, and finally falls toward zero. The approach to two is slow. With y = bθ and τ ≪ y ≪ 1, the order is about 2 − τ/y − 2y, whose largest value is 2 − √(8τ). A clear second-order window therefore needs √τ ≪ 1: the highest order is only 1.63 at τ = 0.03 and 1.86 at τ = 0.003.

The local order follows by differentiating (20):

1 − θ − xθ′ = (1 + τ + 2bθ)θ′,

θ′ = dθ/dx = (1 − θ)/(1 + τ + x + 2bθ).

Since L is proportional to τθ + bθ²,

p_total = x(τ + 2bθ)θ′/(τθ + bθ²). (22)

The combined loss was tested on the 64 × 64 lattice with 64 randomly placed strong sites, ε = 0.05 and x = 0.02. The simulation gave γ_total/s₀ = 0.3348 for one placement of the sites, and (21) gave 0.3244. Other placements give values near 0.327 to 0.331, so (21) is low by 1 to 3%.

**Example: oxygen atoms at a wall**

Take an oxygen-atom density n = 10¹⁴ cm⁻³ at 300 K, equivalent to a partial pressure of 3.11 mTorr. The wall is also at 300 K. Round model parameters are N_s = 10¹⁵ cm⁻², s₀ = 0.5, a desorption energy E_des = 0.35 eV, a hop barrier E_hop = 0.175 eV, and attempt rates of 10¹³ s⁻¹. Both surface rates have the form attempt rate times exp(−energy/k_BT), where T is the wall temperature. This gives

k_d = 1.319 × 10⁷ s⁻¹, ν_h = 1.148 × 10¹⁰ s⁻¹.

The mean gas speed is 6.301 × 10⁴ cm/s, so

Γ = (10¹⁴)(6.301 × 10⁴)/4 = 1.575 × 10¹⁸ cm⁻² s⁻¹,

x = 0.5(1.575 × 10¹⁸)/[(1.319 × 10⁷)(10¹⁵)] = 5.97 × 10⁻⁵.

With ε = 1.148 × 10⁻³, the pair factor is c = 0.354 and b = 2c/ε ≈ 617. Thus

4bx/(1 + x)² ≈ 0.147, S ≈ 1.071,

γ ≈ 0.5(0.071)/(2.071) ≈ 0.017.

Within the closure the order is 1.93 and the coverage is 5.8 × 10⁻⁵. The criterion 2(1 + b)x is 0.074, so the uniform surface is close to second order. Its loss is 2.7 × 10¹⁶ cm⁻² s⁻¹, and K₂ = 1.17 × 10⁻²⁰ cm² s.

At n = 10¹³ cm⁻³, with temperatures and surface parameters unchanged, γ is 0.0018. A constant γ fitted at 10¹⁴ cm⁻³ would overstate the loss there by a factor of about nine. In the closure, the order reaches 3/2 at 2.0 × 10¹⁵ cm⁻³. The formal maximum of γ lies at 1.7 × 10¹⁸ cm⁻³, far outside this low-pressure example.

**Remark: wall temperature**

The low-flux coefficient varies as cν_h/k_d². Without the variation of c, its logarithmic slope against 1/(k_BT) is 2E_des − E_hop = 0.525 eV. The approximation c ≈ π/ln(8/ε) lowers this by (E_des − E_hop)/ln(8/ε), about 0.02 eV. The computed slope is 0.506 eV; its positive sign means that K₂ rises on cooling.

At fixed incident flux and no strong sites, γ is 0.24 with order 1.34 at a wall temperature of 250 K. At 400 K it is 1.4 × 10⁻⁴ with order 2.00. Warming helps desorption dominate recombination. It also lowers θ, however, and can thereby make strong sites more important relative to mobile pairs.

**Comparison with a real wall**

The density and temperatures are plausible for low-pressure oxygen processing, but one desorption energy and one hop barrier are a severe simplification of silica. A strong-site fraction near 10⁻³ is a rough value for such a surface. At the example's flux, φ = 10⁻³ changes the model result from γ = 0.017 and order 1.93 to γ = 0.126 and order 1.06. At this fraction τ = 0.31 and the depleted zones around the sites overlap; for randomly placed sites γ is higher by roughly 1%. Even the highest order over flux is then only 1.27, near 2.1 × 10¹⁵ cm⁻³. With φ = 10⁻⁵ the order at the example's flux is 1.86. In this model, nearly second-order loss at the example's flux thus requires a strong-site fraction far below 10⁻³. Measured loss probabilities on silica near room temperature are often roughly 10⁻³ or lower, so 0.126 is far from typical. Reaction barriers, weaker binding or a larger desorption attempt rate could reduce it, but this model does not determine which does so.

**Sizes of the neglected effects**

On the uniform surface, γ depends strongly on the desorption energy. With the hop barrier fixed, lowering the desorption energy by 0.05 eV gives γ = 4.9 × 10⁻⁴; raising it by the same amount gives 0.22 and reduces the order to 1.38.

If every impact on an occupied site also reacted, it would remove two atoms and add at most 2θ to γ, or 0.7% of the calculated γ. This channel varies as Γθ at low coverage, so it is also second order at low flux, where θ is proportional to Γ. A measured order of two therefore does not by itself identify encounters between mobile adatoms.

The leading tunnelling correction raises the hop rate by about 11%, if the attempt rate is taken as the barrier frequency. Replacing the desorption lifetime in c by the lifetime against all losses changes c by 0.4%, which indicates only the order of magnitude of the closure error; at ε = 0.05 the same estimate falls short of the actual change in q/θ² by a factor of about 1.7. For a rough ion flux of 10¹⁶ cm⁻² s⁻¹ and a cleared area of 10⁻¹⁴ cm² per ion, ion removal is 8 × 10⁻⁶ of thermal desorption. Net gas drift toward the wall changes the incident flux by 0.9%. The desorption attempt rate matters as much as the energies: raising it from 10¹³ to 10¹⁴ s⁻¹ lowers γ to 2.5 × 10⁻⁴, and lowering it to 10¹² s⁻¹ raises γ to 0.28. These estimates leave binding energies, attempt rates and strong sites as the main uncertainties among the effects sized here. The numerical output below gives the remaining values.

**Use in a reactor calculation**

For the uniform surface with 2(1 + b)x ≪ 1, the boundary loss is K₂Γ². On the first-order plateau it is approximately s₀Γ. Between them, (14) supplies γ, subject to the constant-c approximation. If strong sites are present, (20) and (21) replace it. A constant γ is justified over a density range when the integral of p_total − 1 over ln Γ, which is the change in ln γ, remains small throughout that range; agreement at a single density does not establish this.

Calculated quantities

```
3x3 lattice, loss/x^2: exact 5.7826, pair formula 5.7831
eps=0.05: c from diffusion 0.58134, formula 0.58134
simulation x=0.02 phi=0.0000: gamma/s0 0.2634, formula 0.2509
simulation x=0.20 phi=0.0000: gamma/s0 0.6099, formula 0.5772
simulation x=0.02 phi=0.0156: gamma/s0 0.3348, formula 0.3244
well-mixed formula at x=0.02, eps=0.05 (c=1): gamma/s0 0.3375
O density 1.0e+14 cm^-3, partial pressure 3.11 mTorr
gas and wall temperature 300, 300 K
desorption energy 0.350 eV, hop barrier 0.175 eV
attempt rate 1.0e+13 s^-1, sites 1.0e+15 cm^-2, s0 0.50
mean speed 6.301e+04 cm/s, flux 1.575e+18 cm^-2 s^-1
desorption rate 1.319e+07 s^-1, hop rate 1.148e+10 s^-1
eps 1.148e-03, c 0.3541, b 616.6, x 5.971e-05
coverage 5.766e-05, gamma 0.0172, order 1.934
2(1+b)x 0.0738; low-flux gamma 0.0184
loss 2.704e+16 cm^-2 s^-1; K2 1.169e-20 cm^2 s
apparent energy of K2 0.506 eV; 2E_des-E_hop 0.525 eV
density at order 3/2: 2.029e+15 cm^-3
density at peak gamma (x=1): 1.675e+18 cm^-3
peak gamma 0.4613
n=1e+12 cm^-3: theta 5.97e-07, gamma 1.839e-04, order 1.999
n=1e+13 cm^-3: theta 5.95e-06, gamma 1.827e-03, order 1.993
n=1e+14 cm^-3: theta 5.77e-05, gamma 1.716e-02, order 1.934
n=1e+15 cm^-3: theta 4.64e-04, gamma 1.112e-01, order 1.635
n=1e+16 cm^-3: theta 2.40e-03, gamma 2.977e-01, order 1.251
wall 200 K, n=1e14: gamma 4.803e-01, order 1.018
wall 250 K, n=1e14: gamma 2.437e-01, order 1.344
wall 300 K, n=1e14: gamma 1.716e-02, order 1.934
wall 400 K, n=1e14: gamma 1.407e-04, order 1.999
strong-site fraction giving tau=1: 3.244e-03
phi=1e-05: tau 0.0031, gamma 0.0185, order 1.857
  highest order 1.857 at n=1.11e+14 cm^-3
phi=1e-04: tau 0.0308, gamma 0.0307, order 1.480
  highest order 1.626 at n=3.96e+14 cm^-3
phi=1e-03: tau 0.3083, gamma 0.1257, order 1.060
  highest order 1.268 at n=2.13e+15 cm^-3
E_des shifted -0.05 eV: gamma 4.857e-04, order 1.998
E_des shifted +0.05 eV: gamma 2.227e-01, order 1.383
c with lifetime set by all losses 0.3554, change 0.39 %
direct impact reaction, upper bound 2 theta/gamma: 0.67 %
tunnelling, leading correction to hop rate: 10.7 %
ion flux 1e+16 cm^-2 s^-1, cleared area 1e-14 cm^2 (rough)
ion removal / thermal desorption: 7.58e-06
flux correction for gas depletion at wall: 0.87 %
```
